\section*{A self-consistent rf sheath by alternating ion and electron steps}

\section{What fails when the density is guessed}

An rf sheath calculation needs the ion density before it can place the electrons, and the electron positions before it can find the field that sets the ion density. If the loop is cut by assuming a uniform ion density, the argon sheath computed below is 1.03 mm thick. If it is cut by removing the electrons, the thickness is 11.87 mm. The self-consistent value in the same model is 4.415 mm.

Conservation of ion flux looks like a natural guard against such errors, but it is easily made empty. If the density is computed as flux divided by speed, density times speed returns the flux whatever the field was. A useful monitor must compare quantities from different stages of the loop.

\section{The model in scaled form}

Let $x$ run from the plasma-side boundary, $x=0$, towards the electrode. Ions of mass $M$ and charge $e$ enter with density $n_0$ and the Bohm speed $u_B=\sqrt{eT_e/M}$, where $T_e$ is in volts. This speed is an input: the model does not describe the presheath that produces it. There are no collisions and no ionization in the sheath.

Electrons neutralize the ions for $x<s(t)$ and are absent for $x>s(t)$. Their edge carries a prescribed current of amplitude $J_0$,
\begin{equation}
e\,n(s)\frac{ds}{dt}=J_0\sin\omega t .
\end{equation}
The small ion current is neglected here. Put $\phi=\omega t$, with the edge at $x=0$ when $\phi=0$ and at the electrode when $\phi=\pi$. Define
\begin{equation}
s_0=\frac{J_0}{e\omega n_0},\quad \xi=\frac{x}{s_0},\quad N=\frac{n}{n_0},\quad w=\frac{u}{u_B},\quad q(\xi)=\int_0^\xi N\,d\xi' .
\end{equation}
With $\sigma=s/s_0$, the current equation becomes $N(\sigma)\,d\sigma/d\phi=\sin\phi$. Its left side is $dq(\sigma)/d\phi$, so
\begin{equation}
q(\sigma)=1-\cos\phi .
\end{equation}
The electrode therefore lies where $q=2$.

Gauss's law, $dE/dx=en/\varepsilon_0$ beyond the edge and $E=0$ before it, gives
\begin{equation}
E(\xi,\phi)=\frac{J_0}{\varepsilon_0\omega}\max(q-1+\cos\phi,\,0),
\label{field}
\end{equation}
because $en_0s_0=J_0/\omega$. The edge passes $\xi$ at the phase $\phi_x$ defined by $\cos\phi_x=1-q$. The field there is nonzero for $|\phi|<\phi_x$, and its average over a period is
\begin{align}
\bar E&=\frac{J_0}{\varepsilon_0\omega}\,\frac1\pi\int_0^{\phi_x}(\cos\phi-\cos\phi_x)\,d\phi
=\frac{J_0}{\varepsilon_0\omega}\,\frac{F(q)}{\pi},\\
F(q)&=\sin\phi_x-\phi_x\cos\phi_x .
\label{F}
\end{align}
A trial profile may reach $q>2$ inside the computing domain. No electrons come there, the average of $q-1+\cos\phi$ is $q-1$, and $F=\pi(q-1)$.

This average was tested on $N=1/(1+\xi)$ at $\xi=0.5$, 2 and 5. The edge was followed by integrating its equation of motion, and the field was found by quadrature at 401 phases. The largest difference from $F/\pi$ was $8.3\times10^{-7}$.

If an ion needs many periods to cross and its speed changes gradually from one period to the next, its mean motion approximately obeys $Mu\,du/dx=e\bar E$. Inserting the scaled variables and $Mu_B^2=eT_e$ gives
\begin{equation}
w\frac{dw}{d\xi}=HF(q),\qquad
H=\frac{s_0J_0}{\pi\varepsilon_0\omega T_e}=\frac{J_0^2}{\pi e\varepsilon_0T_e\omega^2n_0}.
\label{motion}
\end{equation}
Since $w\,dw=d(w^2)/2$ and $w(0)=1$,
\begin{equation}
w^2=1+2H\int_0^\xi F(q)\,d\xi' .
\label{speed}
\end{equation}
Steady flux requires $Nw=1$. With the Debye length $\lambda_D=\sqrt{\varepsilon_0T_e/(en_0)}$, the parameter is also $H=s_0^2/(\pi\lambda_D^2)$.

\section{One cell by hand}

Take $H=3$ and a single cell from $\xi=0$ to $\xi=1$. The density at the left node is 1; the unknown is $N$ at the right node. The trapezoidal rule gives the charge and, since $F(0)=0$, the speed:
\begin{equation}
q=\frac{1+N}{2},\qquad w^2=1+2H\,\frac{0+F(q)}{2}=1+3F(q).
\end{equation}

Start with $N_0=1$. Then $q=1$, $\phi_x=\pi/2$ and $F=1$, so $w_0=\sqrt4=2$. The old density times the new speed is $N_0w_0=2$: the flux is wrong by 100\% of its entering value. The new density is $N_1=1/2$.

Now $q=3/4$, so $\cos\phi_x=1/4$, $\phi_x=1.3181$ and $\sin\phi_x=0.9682$. Hence
\begin{align}
F&=0.9682-1.3181\times0.25=0.6387,\\
w_1&=\sqrt{1+3\times0.6387}=1.7077,\qquad N_2=0.5856 .
\end{align}
The flux is $N_1w_1=0.854$, now too small. Two more rounds give $N_3=0.5690$ with $N_2w_2=1.029$, and $N_4=0.5722$ with $N_3w_3=0.9945$.

The densities alternate: 1, 0.5, 0.5856, 0.5690, 0.5722. Too many ions make too strong a field, which makes the ions too fast and the next density too low. The one-cell solution lies between the last two values.

That bracket concerns the one-cell equations. The closed solution derived below, evaluated at $H=3$ and $\xi=1$, gives $N=0.578$, about 1\% higher and outside the bracket. Flux agreement measures the error of the iteration, not that of the grid.

\section{The general algorithm}

On a grid of many nodes, start from $N_0=1$ and repeat:
\begin{enumerate}
\item Integrate $N_k$ to obtain $q_k$.
\item Find $F(q_k)$ from the electron edge, using $\pi(q_k-1)$ where $q_k>2$.
\item Integrate $F$ in \eqref{speed} to obtain $w_k$.
\item Record the mismatch $R_k=\max|N_kw_k-1|$, with the old density.
\item If $R_k$ is too large, set $N_{k+1}=1/w_k$ and return to the first step.
\end{enumerate}
If the converged charge at the end of the domain is below 2, the electrode has not been reached and the domain must be enlarged.

\subsection{Why the iterates bracket the solution}

From \eqref{F}, $dF/d\phi_x=\phi_x\sin\phi_x$, while $dq/d\phi_x=\sin\phi_x$. Therefore
\begin{equation}
\frac{dF}{dq}=\phi_x,\qquad 0\le\phi_x\le\pi .
\end{equation}
The fraction $\phi_x/\pi$ is the part of the period during which the point is free of electrons. For $q>2$ the slope is $\pi$.

Thus $F$ never decreases with $q$. If one trial density is at least as large as another everywhere, it has the larger $q$, $F$ and $w$, and hence the smaller updated density. The update reverses order.

Let $N_*$ be the solution. Since $F\ge0$, $w_*\ge1$ and $N_*\le1=N_0$. One update gives $N_1\le N_*$, the next $N_2\ge N_*$, and so on. Because $N_*$ lies between $N_k$ and $N_{k+1}=1/w_k$,
\begin{equation}
|N_k-N_*|\le\left|N_k-\frac1{w_k}\right|=\frac{|N_kw_k-1|}{w_k}.
\end{equation}
The same bound holds for $|N_{k+1}-N_*|$. Dividing by $N_{k+1}=1/w_k$ shows that $R_k$ bounds the error of the new density relative to that density. The trapezoidal rule has positive weights, so the argument carries over to the solution of the grid equations. It relies on the full update and on a start that lies on one side of the solution everywhere; $N_0=1$ lies nowhere below it.

\subsection{Why it converges}

Let $d_k(\xi)=|N_k-N_*|$. Both speeds are at least 1, so
\begin{equation}
d_{k+1}=\left|\frac1{w_k}-\frac1{w_*}\right|
=\frac{|w_k^2-w_*^2|}{w_kw_*(w_k+w_*)}
\le\frac12|w_k^2-w_*^2| .
\end{equation}
Equation \eqref{speed} and the slope bound $dF/dq\le\pi$ then give
\begin{equation}
d_{k+1}(\xi)\le H\int_0^\xi|F(q_k)-F(q_*)|\,d\eta
\le\pi H\int_0^\xi d\eta\int_0^\eta d_k(\zeta)\,d\zeta .
\end{equation}
Since $d_0\le1$, repeated integration yields
\begin{equation}
d_k(\xi)\le\frac{(\pi H\xi^2)^k}{(2k)!}.
\label{factorial}
\end{equation}
The factorial eventually wins for any finite $H$ and $\xi$. The same estimate applied to successive iterates makes their differences summable, so a limit exists; applied to two supposed solutions, it forces them to coincide.

\section{The closed solution and its limits}

At the solution $Nw=1$. Use $\phi=\phi_x$ as the coordinate. From $N\,d\xi=\sin\phi\,d\phi$ follows $d\xi=w\sin\phi\,d\phi$, and \eqref{motion} becomes
\begin{equation}
\frac{dw}{d\phi}=H(\sin^2\phi-\phi\sin\phi\cos\phi).
\end{equation}
The two integrals from zero are $\phi/2-\sin2\phi/4$ and, by parts, $-\phi\cos2\phi/4+\sin2\phi/8$. Subtracting,
\begin{equation}
w=1+H\left(\frac\phi2+\frac{\phi\cos2\phi}{4}-\frac{3\sin2\phi}{8}\right),\qquad w_m=1+\frac{3\pi H}{4},
\end{equation}
where $w_m$ is the value at the electrode, $\phi=\pi$.

The thickness is $\xi_m=\int_0^\pi w\sin\phi\,d\phi$. The constant term gives 2. For the others,
\begin{align}
\int_0^\pi\phi\sin\phi\,d\phi&=\pi,\qquad \int_0^\pi\sin2\phi\sin\phi\,d\phi=0,\\
\int_0^\pi\phi\cos2\phi\sin\phi\,d\phi&=\frac12\int_0^\pi\phi(\sin3\phi-\sin\phi)\,d\phi=-\frac\pi3 .
\end{align}
Hence
\begin{equation}
\xi_m=2+H\left(\frac\pi2-\frac\pi{12}\right)=2+\frac{5\pi H}{12}.
\end{equation}
The energy gained in the averaged field equals $e$ times the mean sheath voltage, so $\bar V=T_e(w_m^2-1)/2$.

For $H\ll1$ the density stays uniform and the thickness tends to $2s_0$. For $H\gg1$,
\begin{equation}
\bar V\simeq\frac{9\pi^2H^2T_e}{32},\qquad
s_m^2\simeq\frac{25\pi^2H^2}{144}s_0^2=\frac{25\pi^3H^3}{144}\lambda_D^2 .
\end{equation}
The ion current density is $J_i=en_0u_B=\varepsilon_0\sqrt{e/M}\,T_e^{3/2}/\lambda_D^2$. Eliminating $H$ and $\lambda_D$ gives
\begin{equation}
J_i\simeq\frac{200\sqrt2}{243}\,\varepsilon_0\sqrt{\frac eM}\,\frac{\bar V^{3/2}}{s_m^2}.
\end{equation}

Without electrons, $F=\pi q$. For comparison, keep the same total ion charge, so that the electrode is still at $q=2$. Now $d\xi=w\,dq$ turns \eqref{motion} into $dw/dq=\pi Hq$, so $w=1+\pi Hq^2/2$ and the thickness is $\int_0^2w\,dq=2+4\pi H/3$. For large $H$ the same elimination gives the coefficient $4\sqrt2/9$ of Child's law. At given mean voltage and thickness, the sheath with oscillating electrons carries the larger ion current, since electrons offset part of the ion space charge.

\section{An argon sheath}

Take $n_0=10^{10}\ \mathrm{cm^{-3}}$, $T_e=3$ eV, a frequency of 27.12 MHz and $J_0=14\ \mathrm{mA/cm^2}$. Then $s_0=0.5128$ mm, $\lambda_D=0.1288$ mm and
\begin{equation}
H=\frac1\pi\left(\frac{0.5128}{0.1288}\right)^2\simeq5.05 .
\end{equation}
The domain is $9s_0$ long with 4001 nodes. The density at the electrode and the mismatch over the domain evolve as follows.
\begin{center}
\begin{tabular}{rcc}
$k$ & $R_k$ & $N_k$ at electrode\\
0 & 31.0 & 1.0000\\
1 & 0.642 & 0.0328\\
2 & 0.192 & 0.0900\\
3 & 0.0236 & 0.0760\\
4 & 0.00205 & 0.0777\\
10 & $3.6\times10^{-12}$ & 0.0775
\end{tabular}
\end{center}
The first correction overshoots by more than a factor of two; then the bracket closes quickly. Bracketing and \eqref{factorial} were tested at every iteration and held. At the electrode \eqref{factorial} is still far above 1 at $k=10$: it guarantees convergence but does not predict this speed.

The closed formulas give
\begin{align}
w_m&=1+\tfrac{3\pi}{4}(5.0488)=12.896,\\
s_m&=0.5128\left[2+\tfrac{5\pi}{12}(5.0488)\right]\mathrm{mm}=4.415\ \mathrm{mm},\\
\bar V&=\tfrac32(12.896^2-1)\ \mathrm{V}=248\ \mathrm{V}.
\end{align}
The iterated speed and thickness agree with them to the printed digits. The largest relative density error against the closed profile is $1.80\times10^{-5}$, $4.56\times10^{-6}$ and $1.15\times10^{-6}$ for 1001, 2001 and 4001 nodes. It falls fourfold when the spacing is halved, as expected of a second-order rule.

The run without electrons also conserves flux, with a mismatch of $4.1\times10^{-13}$, yet gives 11.87 mm. The monitor certifies that the chosen equations have been solved; it cannot certify the choice.

\section{The ion spectrum and the cost of averaging}

The averaged field gives every ion the same final energy, $248.0+1.5=249.5$ eV, where 1.5 eV is the entry energy. The real-time field spreads it. Define $\Lambda=\omega s_0/u_B=J_0/J_i$, which is 32.46 here. The crossing time is
\begin{equation}
\tau=\frac{s_0}{u_B}\int_0^{\xi_m}\frac{d\xi}{w}
=\frac{s_0}{u_B}\int_0^{\xi_m}N\,d\xi=\frac{2s_0}{u_B}=\frac{2\Lambda}{\omega},
\end{equation}
or $\Lambda/\pi=10.33$ periods. A crossing of many periods and a small ion current are thus one condition, $\Lambda\gg1$. How large $\Lambda$ must be for accurate averaging depends on $H$: at large $H$ the ions speed up soon after entering, and a larger $\Lambda$ is needed to spread that gain over many periods.

Along an ion path, $M\,du/dt=eE$ with \eqref{field} becomes
\begin{equation}
\frac{dw}{d\phi}=\frac{\pi H}{\Lambda}\max(q-1+\cos\phi,0).
\end{equation}
Near the electrode $q\simeq2$, and the field factor is $1+\cos\phi$. Its mean drives the averaged motion; the remainder gives $\delta w=(\pi H/\Lambda)\sin\phi$. Ions enter where the field vanishes, so to leading order the launch phase adds no further offset. The energy is $T_ew^2/2$, and the difference between its extremes is
\begin{equation}
\Delta\mathcal E=\frac{T_e}{2}\left[\left(w_m+\frac{\pi H}{\Lambda}\right)^2-\left(w_m-\frac{\pi H}{\Lambda}\right)^2\right]
=\frac{2\pi Hw_mT_e}{\Lambda}.
\end{equation}
This is 37.8 eV. Arrival phases are uniform at this order, so the energy varies as a sine of a uniform phase. It lingers near its turning values, and the spectrum has two peaks, one at each end.

Ions launched at 96 phases and traced through the time-dependent field of the converged profile arrive with 230.7 to 268.6 eV, a width of 37.9 eV. Their mean density departs from the averaged profile by at most 0.34\%; with $\Lambda$ four times larger and $H$ held fixed, by 0.02\%. Here averaging is good for the density but discards a spread of 15\% of the ion energy.

\section{Beside a real reactor}

These are round values for a low-pressure capacitive argon discharge, chosen independently of one another; the assumed gas pressure of 2 mTorr is low for an etcher. The model contains no ionization balance, and at 2 mTorr a gap of a few centimetres would probably need electrons hotter than 3 eV to replace the ions lost to the walls. With a rough cross-section of $5\times10^{-15}\ \mathrm{cm^2}$ at 300 K, the ion mean free path is about 31 mm and about 13\% of the ions collide in the sheath, leaving about 87\% in the collisionless spectrum. At 20 mTorr, with thickness and cross-section held fixed, the path is about 3.1 mm and the uncollided part is $e^{-4.4/3.1}\simeq24\%$; the collisionless profile should then not be used. The sharp edge is also an idealization: the Debye length at the electrode density is 0.462 mm, a tenth of the thickness. So is the field-free electron region. Electrons just behind the edge must move with it, at $J_0\sin\phi/(en)$, which here peaks near $5.5\times10^5$ m/s, about half the mean thermal speed $\bar v=\sqrt{8eT_e/(\pi m_e)}$. For about 40\% of the collapsing half-cycle this current exceeds the one-way thermal flux $en\bar v/4$, so a field behind the edge must drive the electrons; their drift energy, below 1 eV, is small beside $\bar V$ but not beside $T_e$. Finally, the model's sheath collapses to zero voltage, whereas a wall drawing no net current must keep some voltage to hold back electrons. For a steady sheath this is $(T_e/2)\ln[M/(2\pi m_e)]=14$ V, where $m_e$ is the electron mass, or 6\% of $\bar V$. In the rf sheath electrons reach the wall only near collapse, so the constant voltage to be added is smaller. The Debye length and the steady-sheath voltage indicate the sizes of neglected effects; they are not computed corrections. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
frequency                      27.12 MHz
edge density n0                1.00e+10 cm^-3
electron temperature           3.0 eV
current amplitude J0           14.0 mA/cm2
Bohm speed uB                  2.692e+05 cm/s
length scale s0                0.5128 mm
Debye length at n0             0.1288 mm
H                              5.0488
Lambda = J0/ion current        32.46
averaged-field test error      8.3e-07
domain length / s0             9.00
k, flux mismatch R_k, density at electrode / n0
   0  3.100e+01  1.000000
   1  6.417e-01  0.032841
   2  1.923e-01  0.089959
   3  2.357e-02  0.075960
   4  2.050e-03  0.077681
   5  1.309e-04  0.077535
   6  6.347e-06  0.077544
   8  7.253e-09  0.077544
  10  3.648e-12  0.077544
thickness / s0, iterated       8.60884
thickness / s0, formula        8.60884
electrode speed / uB, iterated 12.89591
electrode speed / uB, formula  12.89591
profile error, 1001 nodes      1.80e-05
profile error, 2001 nodes      4.56e-06
profile error, 4001 nodes      1.15e-06
sheath thickness               4.415 mm
density at electrode           7.754e+08 cm^-3
ion flux                       2.692e+15 cm^-2 s^-1
ion current                    0.431 mA/cm2
mean sheath voltage            248.0 V
peak sheath voltage            586.5 V
ion energy, averaged field     249.5 eV
traced ion energy, mean        249.8 eV
traced ion energy, min         230.7 eV
traced ion energy, max         268.6 eV
spectrum width, traced         37.9 eV
spectrum width, formula        37.8 eV
width traced/formula, 4 Lambda 1.0001
transit time, traced           10.34 rf periods
transit time, Lambda/pi        10.33 rf periods
density shift, traced ions     0.34 %
density shift at 4 Lambda      0.02 %
no-electron model: mismatch    4.1e-13
no-electron model: thickness   11.87 mm
ion current / J0               3.1 %
gas: 2 mTorr, 300 K, cross-section 5e-15 cm2
ion mean free path             31.1 mm
ion collision probability      13.2 %
Debye length at electrode      0.462 mm
floating-potential scale       14.0 V
\end{verbatim}
